X-ray fringes of a 5 nm film: where refraction changes the spacing

**Problem**

A uniform film of thickness d = 5.0 nm lies on a thick, flat substrate. X-rays of wavelength λ = 0.154 nm (photon energy 8.05 keV) strike it at an incidence angle θ, measured from the surface. The refractive index is written

n = 1 − δ + iβ.

The film has δ = 2.5×10⁻⁵ and β = 1.5×10⁻⁶; the substrate has δₛ = 7.5×10⁻⁶ and βₛ = 2×10⁻⁷. These are rough, round values in the range of hafnium dioxide on silicon.

The reflectivity of this model, computed by solving the wave equation through the layers, has its first two minima at θ₁ = 0.978° and θ₂ = 1.816°.

(a) What is the fringe spacing in incidence angle, at angles that are small but well above the critical angle?

(b) What is the local spacing at θ = 0.88°, meaning 2π divided by the rate at which the fringe phase changes with θ?

(c) Suppose that d were unknown. What thickness follows from the two minima?

**A tempting solution**

The wave reflected at the bottom of the film travels farther than the wave reflected at the top. For parallel faces the extra path is 2d sin θ. One fringe passes each time this path grows by one wavelength:

2d Δ(sin θ) = λ.

At small angles sin θ ≈ θ, so

Δθ = λ/(2d) = 0.154/(2 × 5.0) = 0.0154 rad = 0.882°.

The result does not contain θ, so the same number seems to answer (b). For (c), the equation is turned round. The two minima are 0.838° apart, which is 0.01463 rad, and

d = λ/(2Δθ) = 0.154/(2 × 0.01463) = 5.26 nm.

The last line exposes a fault. The minima belong to a film of 5.0 nm, yet the method returns a thickness 5% too large.

**Where the fault lies**

If the path 2d sin θ were right and the minima fell at whole numbers of wavelengths, they would lie at 0.882° and 1.765°. The given minima are higher by 0.096° and 0.051°. A misplaced zero of the angle scale would shift both equally, so it cannot be the explanation.

The error is in the angle used for the path. The extra path is travelled inside the film, but sin θ describes the direction of the ray outside it. For visible light in glass, n is about 1.5 and refraction is plainly large. Here n differs from 1 by only 2.5×10⁻⁵, which looks negligible. What counts, however, is the size of 2δ beside sin²θ, and at grazing incidence sin²θ is itself tiny. At θ = 0.88°,

sin²θ = 2.36×10⁻⁴ and 2δ = 0.50×10⁻⁴,

so refraction changes the relevant quantity by about a fifth.

**The wave inside the film**

Let k = 2π/λ. The wave vector component along the surface is k cos θ, and it is the same in every layer because the layers are uniform in that direction. In the film the total wave vector has square n²k², so the component q normal to the surface obeys

q² = n²k² − k² cos²θ = k²(n² − cos²θ).

Expanding the index gives

n² = 1 − 2δ + δ² − β² + 2iβ(1 − δ).

The terms δ² and β² are below 10⁻⁹ and can be dropped beside 2δ. The imaginary term mainly weakens the wave, and it is left out of the phase for now. With 1 − cos²θ = sin²θ,

q ≈ k √(sin²θ − 2δ).

Below the angle at which the root vanishes, the wave in the film is evanescent. This critical angle is

θ_c ≈ √(2δ) = √(5.0×10⁻⁵) = 0.00707 rad = 0.405°.

**Which phase gives a minimum**

Take the electric field perpendicular to the plane of incidence. The field and its slope along the normal are then continuous at each interface. For a wave of unit amplitude going from layer i to layer j, with reflected amplitude r and transmitted amplitude t,

1 + r = t,

qᵢ(1 − r) = qⱼt.

Putting the first equation into the second gives qᵢ − qᵢr = qⱼ + qⱼr, so

rᵢⱼ = (qᵢ − qⱼ)/(qᵢ + qⱼ).

Label the vacuum 0, the film 1 and the substrate 2, with q₁ = q. A wave that crosses the film, reflects at the bottom and returns acquires the factor

X = r₁₂ exp(2iqd).

Waves may make several round trips. At the underside of the top surface the reflection amplitude is −r₀₁, and the two crossings of that surface contribute

t₀₁t₁₀ = 4q₀q₁/(q₀ + q₁)² = 1 − r₀₁².

The sum over round trips is a geometric series:

r = r₀₁ + (1 − r₀₁²)X[1 − r₀₁X + (r₀₁X)² − …]

= r₀₁ + (1 − r₀₁²)X/(1 + r₀₁X)

= (r₀₁ + X)/(1 + r₀₁X).

Near the first minimum, the values found below give r₀₁ ≈ 0.048 and r₁₂ ≈ −0.034. Their product is below 0.002 in size, so the denominator may be set to 1. Without absorption, the reflectivity is then

R ≈ r₀₁² + r₁₂² + 2r₀₁r₁₂ cos(2qd).

The film has the largest δ of the three media and therefore the smallest normal wave vector. Hence r₀₁ > 0 and r₁₂ < 0. Their product is negative, and R is smallest when the cosine is +1:

2qd = 2πm, m = 1, 2, 3, …

The value m = 0 is left out because it means q = 0, the critical angle, where the weak-reflection formula fails.

The order of the densities matters. If the film's δ lay between those of vacuum and substrate, both amplitudes would be positive and the minima would move to half-integer m. If film and substrate had the same index, r₁₂ would vanish and there would be no fringes. In the first case the phase interval between minima is still 2π.

**Positions of the minima**

The condition 2qd = 2πm gives q = πm/d. Dividing by k = 2π/λ,

√(sin²θₘ − 2δ) = mλ/(2d),

and squaring,

sin²θₘ = 2δ + (mλ/2d)².

For the first minimum,

sin²θ₁ = 0.500×10⁻⁴ + (0.0154)² = 2.872×10⁻⁴,

so sin θ₁ = 0.01695 and θ₁ = 0.971°. The formula puts the next three minima at 1.811°, 2.679° and 3.555°.

The computed reflectivity curve has them at 0.978°, 1.816°, 2.683° and 3.558°. For this curve the field and its slope were carried from the substrate up through the film, with absorption included. The minima were then located on a grid of 0.001°, refined by a parabola through three points.

The formula is low by 0.003° to 0.007°. A falling background produces a shift in this direction. Well above θ_c, the difference of squares gives

r₀₁ = (q₀² − q₁²)/(q₀ + q₁)² ≈ 2δk²/(2k sin θ)² = δ/(2 sin²θ),

and in the same way r₁₂ ≈ −(δ − δₛ)/(2 sin²θ). The reflectivity is thus an oscillating factor F multiplied by an envelope E proportional to 1/sin⁴θ. At a minimum of the product,

E′F + EF′ = 0, so F′ = −E′F/E.

Since E′ is negative and F is positive, F′ is positive there: the minimum of R lies slightly beyond that of F. Absorption shifts the minima in the same direction by a comparable amount. With absorption removed, the computed minima lie 0.004°, 0.003°, 0.002° and 0.001° above the formula. Absorption adds a further 0.002° to 0.003°, and it is the larger share for m = 3 and 4.

**Answer to (a)**

The fringe phase is

φ = 2qd = (4πd/λ) √(sin²θ − 2δ).

Its derivative with respect to θ is

dφ/dθ = (4πd/λ) sin θ cos θ/√(sin²θ − 2δ).

The local spacing is 2π divided by this rate:

Δθ_local = (λ/2d) √(sin²θ − 2δ)/(sin θ cos θ).

When θ is well above θ_c, the root is close to sin θ. When θ is also small, cos θ is close to 1. Under both conditions,

Δθ ≈ λ/(2d) = 0.0154 rad = 0.882°.

The tempting solution therefore gave the right answer to (a), but it omitted the condition that θ be well above θ_c. On an instrument axis marked in 2θ, the angle between the incoming and reflected directions, the same spacing appears as 1.765°. Reading that number as an incidence angle would halve the inferred thickness.

The two conditions pull in opposite directions. Refraction reduces the spacing, while the factor 1/cos θ increases it. They balance when

√(sin²θ − 2δ) = sin θ cos θ.

Squaring, and using cos²θ = 1 − sin²θ, gives sin⁴θ = 2δ, or sin θ = 0.084. For this film that is about 4.8°. Below this angle the local spacing is smaller than λ/(2d); above it, the spacing is larger.

**Answer to (b)**

At θ = 0.88°, sin θ = 0.01536 and cos θ is 1 to the accuracy needed. Then

√(sin²θ − 2δ) = √(2.359×10⁻⁴ − 0.500×10⁻⁴) = 0.01363,

Δθ_local = 0.882° × 0.01363/0.01536 = 0.783°.

This is 11% below the simple spacing. It expresses the phase rate at one angle, and for a 5 nm film it should not be taken as the distance between two observed minima. The phase rate changes considerably over a fringe that is nearly as wide as the angle itself.

A thicker film makes the rate directly visible. With the same optical constants and d = 50 nm, two neighbouring minima of the computed curve, centred on 0.853°, are 0.0776° apart. The local formula gives 0.0777° at that centre.

**Answer to (c)**

The equation for the minima contains two unknowns, d and δ. Subtracting the equation for m = 1 from that for m = 2 removes δ:

sin²θ₂ − sin²θ₁ = (4 − 1)(λ/2d)².

Solving for the thickness,

d = (λ/2) √[3/(sin²θ₂ − sin²θ₁)].

The given minima have sin²θ₁ = 2.913×10⁻⁴ and sin²θ₂ = 10.042×10⁻⁴. Their difference is 7.13×10⁻⁴, and

d = 0.077 × √(3/7.13×10⁻⁴) = 4.99 nm.

This requires the correct orders. If the first minimum were hidden and the next two were labelled 1 and 2, the factor 3 would be wrong; for m = 2 and 3 it is 9 − 4 = 5.

**Why the simple thickness was too large**

Write x = λ/(2d). If 2δ is small beside m²x², the square root can be expanded to first order:

θₘ ≈ √(m²x² + 2δ) ≈ mx + δ/(mx).

The separation of neighbouring minima is then

θₘ₊₁ − θₘ ≈ x + (δ/x)[1/(m + 1) − 1/m]

= x − δ/[x m(m + 1)].

Refraction raises every minimum, but it raises the lower ones more, so the gaps shrink. For m = 1 the reduction is

δ/(2x) = 2.5×10⁻⁵/(2 × 0.0154) = 8.1×10⁻⁴ rad = 0.047°.

The computed first separation is 0.044° below λ/(2d). The computed separations rise from 0.838° to 0.867° and then 0.876°, approaching the simple value as the correction falls.

Putting the first separation into λ/(2Δθ) gives a relative thickness error of about

δ/(2x²) = 2δd²/λ² = 0.053,

which accounts for the 5.26 nm. At fixed λ and δ, this error for the first pair grows as d² while the expansion holds. For thicker films it becomes too large: at d = 11 nm, where x is about equal to θ_c, it gives 0.26, while the computed minima give 0.22.

**The model beside a real gate dielectric**

Hafnium dioxide on silicon is a real high-k combination, and 5 nm is a reasonable thickness for a test film. Films in advanced transistor gates are usually thinner. Real films lack the sharp, uniform boundaries assumed here. The following changes in the first separation were computed one at a time, with the other settings held fixed:

- An oxide-like interlayer 1 nm thick, with δ = 7.0×10⁻⁶ and β = 1×10⁻⁷, changes it by −0.001°.
- Smooth error-function profiles of 0.3 nm width (standard deviation) at both interfaces change it by +0.001°.
- Removing absorption from film and substrate changes it by +0.001°.
- Raising the wavelength by 0.0004 nm, roughly the gap between the two copper Kα lines, changes it by +0.002°.
- Raising the film thickness by 0.1 nm changes it by −0.018°.

For these numbers, thickness variation matters most among the listed effects, but the departure from the simple spacing, −0.044° and mostly due to refraction, is larger than any of them. The interlayer has little influence because its δ is close to that of the substrate, so the boundary between them reflects weakly. This ranking depends on that close match and on equal roughness at the two interfaces. A denser interlayer, 1 nm thick with δ = 1.2×10⁻⁵, changes the first separation by +0.021°, more than the 0.1 nm thickness change does. Widths of 0.2 nm at the top and 0.5 nm at the bottom change it by about +0.01°. A metal gate on top would add another reflecting boundary. The single-film rule for the minima would then no longer apply, and the whole stack would have to be modelled.
